# Why freezing neighbouring steps narrows the free-step terrace distribution: a program that tests the result

```python
"""Terrace widths of non-crossing, otherwise non-interacting steps.
Result under test: with both neighbours frozen straight, the variance of the
scaled terrace width s is 1/3 - 2/pi^2; with all steps mobile it is the
free-fermion value near 0.180. The difference comes from the fluctuation of W,
the distance between the two neighbours of a step, less an in-cage offset.
Symbols: L mean terrace width (unit of length), s = width/L,
E0(s), E1(s) probability that an interval of length s holds 0 or 1 steps.
"""
from itertools import combinations, chain
import numpy as np
from scipy.special import sici

pi = np.pi


def configurations(sites, n):
    """All ordered placements of n steps on the given sites."""
    flat = np.fromiter(chain.from_iterable(combinations(sites, n)), dtype=np.int64)
    return flat.reshape(-1, n)


def ring_amplitude(x, M):
    amp = np.ones(len(x))
    for i, j in combinations(range(x.shape[1]), 2):
        amp *= np.sin(pi * (x[:, j] - x[:, i]) / M)
    return np.abs(amp)


def box_amplitude(x, M):
    theta = pi * x / (M + 1)
    c = np.cos(theta)
    amp = np.prod(np.sin(theta), axis=1)
    for i, j in combinations(range(x.shape[1]), 2):
        amp = amp * (c[:, i] - c[:, j])
    return np.abs(amp)


def hardcore_ground_state(M, n, ring):
    """Diagonalize n hopping walkers that may not share a site or cross."""
    states = list(combinations(range(1, M + 1), n))
    index = {state: k for k, state in enumerate(states)}
    H = np.zeros((len(states), len(states)))
    for state, k in index.items():
        for p in state:
            target = p + 1
            if target > M:
                if not ring:
                    continue
                target = 1
            if target in state:
                continue
            new = tuple(sorted([q for q in state if q != p] + [target]))
            H[k, index[new]] = H[index[new], k] = -1.0
    return np.array(states), np.abs(np.linalg.eigh(H)[1][:, 0])


# Non-crossing walkers have the Slater-determinant ground state.
for ring, formula in ((True, ring_amplitude), (False, box_amplitude)):
    x, ground = hardcore_ground_state(15, 3, ring)
    trial = formula(x, 15)
    assert np.max(np.abs(ground - trial / np.linalg.norm(trial))) < 1e-9

# Frozen neighbours: count all walks between two straight walls.
M = 199
T = np.eye(M) + np.eye(M, k=1) + np.eye(M, k=-1)
for _ in range(16):
    T = T @ T
    T /= T.max()
walks_from_one_side = T @ np.ones(M)
prob = walks_from_one_side**2
prob /= prob.sum()
s_grid = 2 * np.arange(1, M + 1) / (M + 1)
mean_walk = prob @ s_grid
var_walk = prob @ (s_grid - mean_walk)**2
var_frozen = 1 / 3 - 2 / pi**2
assert abs(mean_walk - 1) < 1e-8
assert abs(var_walk - var_frozen) < 1e-6
assert np.max(np.abs(prob * (M + 1) / 2 - np.sin(pi * s_grid / 2)**2)) < 1e-6

# Gap probabilities from the kernel of the free-fermion ground state.
nodes, weights = np.polynomial.legendre.leggauss(44)


def gap_probabilities(s, N=None):
    x = s * (nodes + 1) / 2
    root_w = np.sqrt(s * weights / 2)
    d = x[:, None] - x[None, :]
    K = np.sinc(d)
    if N is not None:
        K = K / np.sinc(d / N)
    lam = np.linalg.eigvalsh(root_w[:, None] * K * root_w[None, :])
    empty = 1 - lam
    E0 = np.prod(empty)
    E1 = sum(lam[i] * np.prod(np.delete(empty, i)) for i in range(len(lam)))
    return E0, E1


def variances(N=None):
    top = 8.0 if N is None else min(8.0, float(N))
    u, w = np.polynomial.legendre.leggauss(60)
    E = np.array([gap_probabilities(top * (v + 1) / 2, N) for v in u])
    I0, I1 = (top * w / 2) @ E
    return 2 * I0 - 1, 2 * (2 * I0 + I1) - 4


def density(s, N=None, h=0.005):
    a, b, c = [gap_probabilities(s + k * h, N)[0] for k in (-1, 0, 1)]
    return (a - 2 * b + c) / h**2


def fraction_wider(s, N=None, h=0.005):
    return (gap_probabilities(s - h, N)[0] - gap_probabilities(s + h, N)[0]) / (2 * h)


# Check on a ring of five steps by summing over every configuration.
N5, M5 = 5, 60
others = configurations(range(1, M5), N5 - 1)
x = np.hstack([np.zeros((len(others), 1), dtype=np.int64), others])
p = ring_amplitude(x, M5)**2
p /= p.sum()
gap_sites, cage_sites = x[:, 1], x[:, 2]
s, W = gap_sites * N5 / M5, cage_sites * N5 / M5
var_s5 = p @ (s - 1)**2
var_W5 = p @ (W - 2)**2
det_s5, det_W5 = variances(N5)
assert abs(var_s5 - det_s5) < 1e-4
assert abs(var_W5 - det_W5) < 1e-4
hist = np.bincount(gap_sites, weights=p, minlength=M5)
for width in (1, 2):
    k = width * M5 // N5
    assert abs(hist[k] * M5 / N5 - density(width, N5)) < 1e-3
k2 = 2 * M5 // N5
wide5 = hist[k2 + 1:].sum() + hist[k2] / 2
assert abs(wide5 - fraction_wider(2, N5)) < 5e-4

# Conditional mean and conditional variance at each cage width.
pW = np.bincount(cage_sites, weights=p)
m1 = np.bincount(cage_sites, weights=p * s)
m2 = np.bincount(cage_sites, weights=p * s**2)
ok = pW > 1e-12
cond_mean = m1[ok] / pW[ok]
cage_width = np.arange(len(pW))[ok] * N5 / M5
assert np.max(np.abs(cond_mean - cage_width / 2)) < 1e-8
in_cage5 = pW[ok] @ (m2[ok] / pW[ok] - cond_mean**2)
assert abs(in_cage5 - (det_s5 - det_W5 / 4)) < 2e-4

# Infinite system.
var_free, var_W = variances()
var_s15 = variances(15)[0]
var_s45 = variances(45)[0]
assert abs(var_s45 - var_free) < 1e-3
assert abs(var_s45 - var_free) < abs(var_s15 - var_free) < abs(det_s5 - var_free)
assert abs(var_free - 0.180) < 5e-4
breathing = var_W / 4
in_cage = var_free - breathing
corr = var_W / (2 * var_free) - 1
static_average = var_frozen * (1 + var_W / 4) + breathing
assert in_cage < var_frozen < var_free < static_average
assert -1 < corr < 0

# Middle step when all others are seen at regular positions at one y.
t, wt = np.polynomial.legendre.leggauss(80)
Nring = 401
j = np.concatenate([np.arange(-200, 0), np.arange(1, 201)])
ratio = np.sin(pi * (t[:, None] - j) / Nring) / np.sin(pi * j / Nring)
snap = np.prod(ratio**2, axis=1)
var_snap_sum = (wt * snap) @ t**2 / (wt @ snap)
var_snapshot = 1 / (2 * pi * sici(2 * pi)[0])
assert abs(var_snap_sum - var_snapshot) < 1e-4
assert var_snapshot < var_frozen


# Release steps one after another between two straight outer walls.
def central_terrace(n, M):
    x = configurations(range(1, M + 1), n)
    q = box_amplitude(x, M)**2
    q /= q.sum()
    full = np.hstack([np.zeros((len(x), 1), dtype=np.int64), x])
    g = (full[:, n // 2 + 1] - full[:, n // 2]) * (n + 1) / (M + 1)
    mean = q @ g
    return mean, (q @ (g - mean)**2) / mean**2


release = {n: central_terrace(n, M) for n, M in ((1, 199), (2, 120), (4, 50), (6, 34))}
assert abs(release[1][1] - var_frozen) < 1e-6
assert abs(central_terrace(4, 35)[1] - release[4][1]) < 5e-4
sequence = [release[n][1] for n in (1, 2, 4, 6)] + [var_free]
assert all(a < b for a, b in zip(sequence, sequence[1:]))

L_nm = 5.0
print("Variances are in units of L^2 unless marked otherwise")
print(f"frozen neighbours, 1/3 - 2/pi^2: {var_frozen:.6f}")
print(f"frozen neighbours, counted walks: {var_walk:.6f}")
print(f"free fermions, infinite system: {var_free:.6f}")
print(f"free minus frozen variance: {var_free - var_frozen:.6f}")
print(f"frozen/free variance ratio: {var_frozen / var_free:.4f}")
print(f"frozen/free standard deviation ratio: {np.sqrt(var_frozen / var_free):.4f}")
print(f"ring of 5 steps, variance by enumeration: {var_s5:.6f}")
print(f"ring of 5 steps, variance by determinant: {det_s5:.6f}")
print(f"ring of 5 steps, Var W by enumeration: {var_W5:.6f}")
print(f"ring of 5 steps, Var W by determinant: {det_W5:.6f}")
print(f"ring of 5 steps, in-cage variance by enumeration: {in_cage5:.6f}")
print(f"ring of 15 steps, variance: {var_s15:.6f}")
print(f"ring of 45 steps, variance: {var_s45:.6f}")
print(f"Var W, infinite system: {var_W:.6f}")
print(f"breathing part Var(W)/4: {breathing:.6f}")
print(f"mean in-cage variance: {in_cage:.6f}")
print(f"in-cage offset, frozen minus true: {var_frozen - in_cage:.6f}")
print(f"correlation of adjacent terraces (no unit): {corr:.4f}")
print(f"frozen result averaged over true W: {static_average:.6f}")
print(f"others regular at one y only: {var_snapshot:.6f}")
for n in (1, 2, 4, 6):
    print(f"{n} mobile step(s): mean central width {release[n][0]:.4f} L, "
          f"variance/mean^2 {release[n][1]:.4f}")
for width in (0.5, 1.0, 1.5, 2.0):
    print(f"density per L at s={width:.1f}: free {density(width):.4f}, "
          f"frozen {np.sin(pi * width / 2)**2:.4f}")
print(f"free terraces wider than 2L: {100 * fraction_wider(2.0):.3f} percent")
print(f"example mean terrace width: {L_nm:.1f} nm")
print(f"example standard deviation, frozen: {L_nm * np.sqrt(var_frozen):.3f} nm")
print(f"example standard deviation, free: {L_nm * np.sqrt(var_free):.3f} nm")
print("verified")
```

Output:

```
Variances are in units of L^2 unless marked otherwise
frozen neighbours, 1/3 - 2/pi^2: 0.130691
frozen neighbours, counted walks: 0.130691
free fermions, infinite system: 0.179994
free minus frozen variance: 0.049303
frozen/free variance ratio: 0.7261
frozen/free standard deviation ratio: 0.8521
ring of 5 steps, variance by enumeration: 0.172105
ring of 5 steps, variance by determinant: 0.172109
ring of 5 steps, Var W by enumeration: 0.219245
ring of 5 steps, Var W by determinant: 0.219248
ring of 5 steps, in-cage variance by enumeration: 0.117294
ring of 15 steps, variance: 0.179120
ring of 45 steps, variance: 0.179897
Var W, infinite system: 0.248978
breathing part Var(W)/4: 0.062244
mean in-cage variance: 0.117749
in-cage offset, frozen minus true: 0.012942
correlation of adjacent terraces (no unit): -0.3084
frozen result averaged over true W: 0.201070
others regular at one y only: 0.112227
1 mobile step(s): mean central width 1.0000 L, variance/mean^2 0.1307
2 mobile step(s): mean central width 1.1478 L, variance/mean^2 0.1493
4 mobile step(s): mean central width 1.0968 L, variance/mean^2 0.1702
6 mobile step(s): mean central width 1.0704 L, variance/mean^2 0.1752
density per L at s=0.5: free 0.5932, frozen 0.5000
density per L at s=1.0: free 0.9029, frozen 1.0000
density per L at s=1.5: free 0.4146, frozen 0.5000
density per L at s=2.0: free 0.0813, frozen 0.0000
free terraces wider than 2L: 1.771 percent
example mean terrace width: 5.0 nm
example standard deviation, frozen: 1.808 nm
example standard deviation, free: 2.121 nm
verified
```
